# The Fang-Howard Variational Wavevector Without Depletion Charge

## The form of the answer

Electrons held against a wall by the attraction of a positive charge behind it form a layer of finite thickness. Let $b$ be an inverse length that sets this thickness. Confinement to a width of order $1/b$ costs a kinetic energy of order $\hbar^2b^2/m$ per electron. The field of a layer with sheet density $n$ is of order $en/\varepsilon$, so spreading the layer over $1/b$ costs an electrostatic energy of order $e^2n/(\varepsilon b)$.

These estimates contain two material combinations. The first, $\hbar^2/m$, has the dimension energy × length². The second, $e^2n/\varepsilon$, has the dimension energy/length. Their ratio is an inverse length cubed, so

$$b^3=C\,\frac{m e^2 n}{\varepsilon\hbar^2},$$

with a pure number $C$.

Dimensions alone do not suffice here, because $n^{1/2}$ is another inverse length and $C$ could depend on $b^2/n$. That is excluded in the mean-field model used below. Its charge is uniform in the plane, so the density enters the $b$-dependent energy through the field strength $en/\varepsilon$ and in no other way. The task is to find $C$, which turns out to be $33/8$ for the Fang-Howard function.

## Model and conventions

The semiconductor fills $z>0$ and has absolute permittivity $\varepsilon$. The wall at $z=0$ is impenetrable. Electrons have charge $-e$, with $e>0$, and an isotropic effective mass $m$. All of them occupy the lowest subband. A fixed sheet of charge density $+en$ at $z=-d$ makes the system neutral. There is no depletion charge, so the electric field vanishes deep in the semiconductor.

The treatment is a Hartree mean field. Exchange, correlation, image forces on individual electrons, penetration into the barrier and nonparabolic bands are left out.

The trial function for the motion normal to the wall is

$$\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad z>0 .$$

It vanishes at the wall, as it must. The parameter $b$ is called the variational wavevector; it is the decay constant of the density $\rho=\psi^2$, while $\psi$ decays with $b/2$.

The integrals below follow from

$$\int_0^\infty z^k e^{-az}\,dz=\frac{k!}{a^{k+1}} .$$

With $k=2$ and $a=b$, the norm is $(b^3/2)(2/b^3)=1$. With $k=3$, the mean distance from the wall is

$$\langle z\rangle=\frac{b^3}{2}\,\frac{6}{b^4}=\frac{3}{b}.$$

## Kinetic energy

The kinetic energy of the normal motion is $-(\hbar^2/2m)\int\psi\psi''\,dz$. Integration by parts turns this into $(\hbar^2/2m)\int(\psi')^2dz$, since $\psi$ vanishes at both ends. The derivative is

$$\psi'=\sqrt{\frac{b^3}{2}}\left(1-\frac{bz}{2}\right)e^{-bz/2}.$$

Squaring and integrating gives

$$\int_0^\infty(\psi')^2dz=\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz
=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4}.$$

Therefore

$$T=\frac{\hbar^2b^2}{8m}.$$

The motion parallel to the wall also has kinetic energy. At fixed $n$ it does not depend on $b$, so it cannot move the minimum, and it is omitted from the energies below.

## Electrostatic energy

Let $Q(z)$ be the fraction of electrons farther from the wall than $z$. With $t=bz$, two integrations by parts give

$$Q=\frac12\int_t^\infty s^2e^{-s}ds=e^{-t}\left(1+t+\frac{t^2}{2}\right).$$

Apply Gauss's law to a box that reaches from $z$ to a point deep in the semiconductor. The field is zero at the far face, and the enclosed charge per area is $-enQ$. Hence $\varepsilon[0-F(z)]=-enQ(z)$, or

$$F(z)=\frac{en}{\varepsilon}\,Q(z).$$

The field points away from the wall, so the force $-eF$ pushes electrons toward it.

The field energy per area is $\int\varepsilon F^2/2\,dz$. Between the positive sheet and the wall the field does not depend on $b$; that region adds a constant, which is dropped. This remains true if the barrier has a different permittivity. Dividing the energy in $z>0$ by $n$ gives the energy per electron:

$$U=\frac1n\int_0^\infty\frac{\varepsilon F^2}{2}dz=\frac{e^2n}{2\varepsilon}\int_0^\infty Q^2dz
=\frac{e^2n}{2\varepsilon b}\,I,$$

$$I=\int_0^\infty e^{-2t}\left(1+t+\frac{t^2}{2}\right)^2dt .$$

The square is $1+2t+2t^2+t^3+t^4/4$; the coefficient of $t^2$ collects $t\cdot t$ and twice $1\cdot t^2/2$. Integrating term by term with $a=2$,

$$I=\frac12+\frac12+\frac12+\frac38+\frac3{16}=\frac{33}{16}.$$

This is the origin of the number 33. The energy is

$$U=\frac{33\,e^2n}{32\,\varepsilon b}.$$

**The same energy from pairs of charges.** A uniform sheet of charge density $\sigma$ has potential $-\sigma|z|/(2\varepsilon)$, apart from a constant. Take the barrier permittivity equal to $\varepsilon$ for this check. The positive sheet then gives each electron the mean energy $e^2n(\langle z\rangle+d)/(2\varepsilon)$. The electrons repel one another, and counting each pair once gives $-e^2n\langle|z-z'|\rangle/(4\varepsilon)$ per electron. The minus sign means that the repulsion energy falls as the charges move apart. Without the constant containing $d$,

$$U=\frac{e^2n}{\varepsilon}\left(\frac{\langle z\rangle}{2}-\frac{\langle|z-z'|\rangle}{4}\right).$$

The distance $|z-z'|$ is the length of the set of points $s$ lying between the two electrons. A point $s$ lies between them with probability $2Q(1-Q)$, so

$$\langle|z-z'|\rangle=2\int_0^\infty(Q-Q^2)\,dz=\frac2b\left(3-\frac{33}{16}\right)=\frac{15}{8b}.$$

Here $\int Q\,dz=\langle z\rangle$ was used, which follows by parts from $Q'=-\rho$. The bracket in $U$ becomes $(3/2-15/32)/b=33/(32b)$, in agreement with the field energy. A direct double integration over the two positions also gives $1.875/b$ for the mean pair distance.

## The minimum

The $b$-dependent energy per electron is

$$E(b)=\frac{\hbar^2b^2}{8m}+\frac{33\,e^2n}{32\,\varepsilon b}.$$

The first term favors a thick layer, the second a thin one. Setting the derivative to zero,

$$\frac{dE}{db}=\frac{\hbar^2b}{4m}-\frac{33\,e^2n}{32\,\varepsilon b^2}=0,$$

and multiplying by $4mb^2/\hbar^2$ gives

$$\boxed{\,b^3=\frac{33\,m e^2 n}{8\,\varepsilon\hbar^2}\,}$$

The second derivative, $\hbar^2/(4m)+33e^2n/(16\varepsilon b^3)$, is positive for every $b>0$. The stationary point is therefore the unique minimum.

As long as only the lowest subband is occupied, the thickness varies as $(\varepsilon/mn)^{1/3}$: eight times the density halves it. In this Hartree model, which leaves out exchange and correlation, the layer spreads without limit as $n\to0$, because the positive charge that holds it at the wall has the same sheet density $n$ and vanishes with it.

Multiplying $dE/db=0$ by $b$ gives $2T-U=0$. Thus, at the minimum,

$$U=2T,\qquad E=3T.$$

If $b$ is changed to $\lambda b$, the energy changes by the factor $(\lambda^2+2/\lambda)/3$. Near $\lambda=1$ this is $1+(\lambda-1)^2$ to leading order, so a 10 percent error in $b$ raises the energy by about 1 percent.

## Why the interaction carries a factor one half

Let $V(z)$ be the Hartree potential energy of one electron, with $V(0)=0$. Since the force is $-eF$,

$$V'(z)=eF(z)=\frac{e^2n}{\varepsilon}Q(z).$$

Its mean value follows by parts, with $\rho=-Q'$:

$$\langle V\rangle=-\int_0^\infty VQ'\,dz=\int_0^\infty V'Q\,dz=\frac{e^2n}{\varepsilon}\int_0^\infty Q^2dz=2U .$$

The boundary term vanishes because $V(0)=0$ and $Q(\infty)=0$. The subband energy, which is the expectation value of the one-electron Hamiltonian, is therefore $T+2U$, or $5T$ at the minimum. It differs from the energy per electron, $T+U$, because summing charge times potential over all charges counts each pair twice. With $V(0)=0$ the potential at the positive sheet does not depend on $b$, so the sheet adds only a constant to that sum, and the electrons carry the whole doubled energy.

The full potential still appears in the Hartree equation. To see why, vary the density in $U$:

$$\delta U=\frac{e^2n}{\varepsilon}\int_0^\infty Q\,\delta Q\,dz=\int_0^\infty V'\,\delta Q\,dz
=-\int_0^\infty V\,\delta Q'\,dz=\int_0^\infty V\,\delta\rho\,dz .$$

Minimizing $T+U$ is thus consistent with an electron moving in the full $V$. Equivalently, one may freeze $V$ at its self-consistent form and minimize $T+\langle V\rangle$ with respect to the trial function alone. A numerical test of this procedure returns the same $b$.

What is not allowed is to minimize $T+2U$ while $V$ changes along with $b$. That doubles the electrostatic term, replaces $33/8$ by $33/4$, and makes $b$ too large by $2^{1/3}\approx1.26$. The true energy at this value follows from $\lambda=2^{1/3}$:

$$\frac{E(2^{1/3}b)}{E(b)}=\frac{2^{2/3}+2^{2/3}}{3}\approx1.058 .$$

The energy per electron is then 5.8 percent above its minimum.

## A second case: fixed depletion charge

Suppose that ionized acceptors with sheet density $N_d$ lie in a depletion region much thicker than $1/b$. Across the electron layer they add a nearly uniform field $F_d=eN_d/\varepsilon$. Hold $N_d$ fixed. The new $b$-dependent part of the field energy is the cross term $\varepsilon F_dF$. Per electron it is

$$\frac1n\int_0^\infty\varepsilon\,\frac{eN_d}{\varepsilon}\,\frac{en}{\varepsilon}Q\,dz
=\frac{e^2N_d}{\varepsilon}\langle z\rangle=\frac{3e^2N_d}{\varepsilon b}.$$

There is no factor one half, since this is the energy of electrons in a field they do not produce. The coefficient of $1/b$ in $E$ becomes $(e^2/\varepsilon)(3N_d+33n/32)$. The same minimization gives

$$b^3=\frac{4m}{\hbar^2}\,\frac{e^2}{\varepsilon}\left(3N_d+\frac{33}{32}n\right)
=\frac{12me^2}{\varepsilon\hbar^2}\left(N_d+\frac{11}{32}n\right).$$

For $N_d=0$ the earlier result returns, because $12\cdot11/32=33/8$. For $N_d\gg n$ the electrons sit in a triangular well made by the fixed charge, and $b$ depends only weakly on their density, through the small term $11n/32$.

## Worked example

In Hartree atomic units $\hbar=e=m_e=1$ and $\varepsilon=\kappa/(4\pi)$, where $\kappa$ is the relative permittivity. The result reads

$$b^3=\frac{33\pi}{2}\,\frac{mn}{\kappa}.$$

Take the round model parameters $m=0.2$, $\kappa=10$ and $n=5\times10^{-6}$ bohr⁻², which is $1.79\times10^{11}$ cm⁻². Then

$$b^3=51.84\times\frac{0.2\times5\times10^{-6}}{10}=5.184\times10^{-6}\ \text{bohr}^{-3},$$

so $b=0.01731$ bohr⁻¹, or $0.327$ nm⁻¹. Direct numerical minimization of the energy gives the same value. The mean distance from the wall is $3/b=173$ bohr, or 9.2 nm.

The energies are

$$T=\frac{b^2}{8m}=\frac{(0.01731)^2}{1.6}=1.87\times10^{-4}\ \text{hartree},$$

$$U=\frac{33}{32}\,\frac{4\pi n}{\kappa b}=3.74\times10^{-4}\ \text{hartree}.$$

Their ratio is 2, as derived. The total is $E=5.62\times10^{-4}$ hartree, or 15.3 meV. The trial subband energy is $5T=9.36\times10^{-4}$ hartree above the band edge at the wall.

## How good is the trial function?

The one-subband Hartree equation can be solved on a grid without restricting the shape of $\psi$. Its energy per electron is $5.53\times10^{-4}$ hartree. The Fang-Howard energy lies 1.5 percent above it. This is the error of the trial shape relative to the Hartree solution; it says nothing about the omitted exchange and correlation.

The grid solution has a mean distance of 166 bohr, so the trial value is about 5 percent too large. In the flat region far from the wall, the Hartree wavefunction decays with $\sqrt{2m\Delta}/\hbar$, where $\Delta$ is the energy from the subband up to the bulk band edge. The grid value $\Delta=1.20\times10^{-4}$ hartree gives $0.0069$ bohr⁻¹, against $b/2=0.0087$ bohr⁻¹ for the trial function. Very far from the wall the trial function therefore falls off too fast. This sets in only beyond about 1000 bohr, where a few millionths of the electrons lie. Between roughly 200 and 1000 bohr the trial function lies above the Hartree one, which is why its mean distance is too large.

The gap $\Delta$ is much more sensitive to the trial shape than the energy is. Integrating $V'$ gives the bulk band edge,

$$V(\infty)=\frac{e^2n}{\varepsilon}\int_0^\infty Q\,dz=\frac{e^2n}{\varepsilon}\langle z\rangle .$$

For the trial function, $e^2n/(\varepsilon b)=32U/33=64T/33$, so $V(\infty)=192T/33=5.82T$. Subtracting the subband energy $5T$ leaves $0.82T=1.53\times10^{-4}$ hartree, 28 percent above the grid value. The gap is a small difference of two larger energies, and modest errors in them become a large relative error.

## When one subband is enough

With two spin states and one valley, filling a circle of radius $k_F$ gives $n=2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$. The Fermi energy above the subband edge is

$$E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi\hbar^2n}{m}=7.85\times10^{-5}\ \text{hartree}.$$

The next available state must lie higher than this. On the grid, the self-consistent potential has one bound subband, so the next state is the bulk band edge. Its distance $\Delta=1.20\times10^{-4}$ hartree exceeds $E_F$, and the one-subband assumption holds in this model at zero temperature.

It fails at higher density. If lengths are measured in $1/b$, every energy in the one-subband Hartree problem scales as $\hbar^2b^2/m$, and hence as $n^{2/3}$ at fixed $m$ and $\varepsilon$. The Fermi energy grows as $n$. The ratio $\Delta/E_F$ therefore falls as $n^{-1/3}$ and reaches one at

$$n_{\max}=n\left(\frac{\Delta}{E_F}\right)^3=5\times10^{-6}\times(1.524)^3=1.77\times10^{-5}\ \text{bohr}^{-2},$$

or $6.3\times10^{11}$ cm⁻². A grid solution at this density, with the mesh scaled by $1/b$, gives equal energies there; it checks the scaling, not the value of $\Delta$. Using the trial gap instead would put the limit about twice as high.

A density of $10^{13}$ cm⁻², for instance, is far above this limit for the chosen $m$ and $\kappa$. The boxed formula still minimizes the one-subband trial energy there, but that arrangement is no longer the ground state of the Hartree model without a confining field from behind. The departure is gradual. In the Hartree model with several subbands allowed, about 1 percent of the electrons occupy a second subband at eight times the example density. At $10^{13}$ cm⁻² about 9 percent have left the lowest subband, and the mean distance is about 50 bohr against $3/b=45$ bohr. Such a field, from depletion charge for example, removes the flat bulk edge near the layer, and the occupation must then be worked out anew.

Temperature sets a further limit. In the example $\Delta-E_F$ is about 1.1 meV, which corresponds to 13 K. At any finite temperature some electrons leave the lowest subband. In the Hartree model this is about 0.3 percent at 4 K and a few percent at 13 K, so the one-subband picture needs a temperature well below 13 K.

Finally, the mean field itself is an approximation. Let $r_0=(\pi n)^{-1/2}$ be the radius of the area per electron. The Coulomb energy at this distance is $e^2/(4\pi\varepsilon r_0)$, and the Fermi energy can be written $E_F=\hbar^2/(mr_0^2)$. Their ratio is $r_0$ divided by the effective Bohr radius $4\pi\varepsilon\hbar^2/(me^2)$. Here these lengths are 252 and 50 bohr, so the ratio is about 5. It is still 2.7 at $n_{\max}$. Since this ratio is not small, it gives no ground for neglecting exchange and correlation in this density range. Their effect on the layer thickness and on the limiting density is not calculated here. The digits quoted above, which can be compared with the numerical output below, describe the Hartree model and not a measured layer.

## Table of computed values

```
effective mass m = 0.2 electron masses
relative permittivity kappa = 10.0
sheet density n = 5.000e-06 bohr^-2
sheet density n = 1.786e+11 cm^-2
integral of squared fraction beyond z, times b = 2.062500
mean pair distance times b = 1.875000
b^3 from formula = 5.18363e-06 bohr^-3
b from formula = 0.017307 bohr^-1
b from numerical minimum = 0.017307 bohr^-1
b from SI formula = 0.32705 nm^-1
mean distance 3/b = 173.34 bohr
mean distance 3/b = 9.173 nm
confinement kinetic energy T = 1.87199e-04 hartree
electrostatic energy per electron U = 3.74397e-04 hartree
total energy per electron E = 5.61596e-04 hartree
total energy per electron E = 15.282 meV
mean Hartree potential = 7.48794e-04 hartree
trial subband energy = 9.35993e-04 hartree
b from frozen potential = 0.017307 bohr^-1
b with double counting = 0.021805 bohr^-1
ratio of double-counted b to correct b = 1.25992
energy penalty of double-counted b = 5.83 percent
grid Hartree energy per electron = 5.53254e-04 hartree
trial energy above grid Hartree = 1.51 percent
grid Hartree mean distance = 165.81 bohr
grid Hartree subband energy = 9.22086e-04 hartree
grid Hartree bulk band edge = 1.04179e-03 hartree
bound subbands among two lowest levels = 1
gap to next available state = 1.19706e-04 hartree
Fermi energy above subband = 7.85398e-05 hartree
one-subband density limit = 1.770e-05 bohr^-2
one-subband density limit = 6.322e+11 cm^-2
```
